# Well Asymmetry and the Relaxation Rate of a Two-State Dipole: a program that tests the result

```python
"""
Result under test: a classical dipole hopping between two wells whose energies
differ by D, with the saddle a fixed height V above the MEAN well energy and
equal attempt frequencies nu, relaxes at the rate
    G(D) = 2 nu exp(-V/kT) cosh(D/2kT),
so that G(D)/G(0) = cosh(D/2kT), about 3.5 for D = 0.10 eV at 300 K.
Its isotropic Debye strength is N p^2 sech^2(D/2kT) / (3 eps0 kT), where +p and
-p are the moments of the two states about their mean and N is their density.
Energies are in eV, lengths in nm and rates in 1/s unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal

k_ev = const.k / const.e
temperature = 300.0
kT = k_ev * temperature
asymmetry = 0.10
barrier = 0.40
attempt = 1.0e13
dipole_enm = 0.02
density_cm3 = 3.0e20
eps_inf = 2.7
x = asymmetry / (2 * kT)
speedup = np.cosh(x)


def matrix_rate(barrier_from_upper, barrier_from_lower):
    """Nonzero decay rate of the two-state master matrix, in units of nu."""
    up = np.exp(-barrier_from_upper / kT)
    low = np.exp(-barrier_from_lower / kT)
    matrix = np.array([[-up, low], [up, -low]])
    return np.max(-np.linalg.eigvals(matrix).real)


# Two-state diagonalization for three ways of holding the barrier fixed.
rate_sym = matrix_rate(barrier, barrier)
ratio_mean = matrix_rate(barrier - asymmetry / 2,
                         barrier + asymmetry / 2) / rate_sym
ratio_lower = matrix_rate(barrier - asymmetry, barrier) / rate_sym
ratio_upper = matrix_rate(barrier, barrier + asymmetry) / rate_sym
assert abs(ratio_mean / speedup - 1) < 1e-8
assert abs(ratio_lower / ((1 + np.exp(2 * x)) / 2) - 1) < 1e-8
assert abs(ratio_upper / ((1 + np.exp(-2 * x)) / 2) - 1) < 1e-8
assert round(ratio_mean, 1) == 3.5


def diffusion_rate(delta, points):
    """Slowest decay of overdamped motion in a continuous double well.

    The energy offset switches on only between wells and saddle, so the
    curvatures there and the saddle height above the mean stay fixed.
    """
    position = np.linspace(-1.6, 1.6, points)
    spacing = position[1] - position[0]
    s = np.clip((np.abs(position) - 0.4) / 0.3, 0, 1)
    offset = np.sign(position) * s**2 * (3 - 2 * s)
    energy = barrier * (1 - position**2)**2 + delta / 2 * offset
    half_step = np.diff(energy) / (2 * kT)
    diagonal = np.zeros(points)
    diagonal[:-1] += np.exp(-half_step)
    diagonal[1:] += np.exp(half_step)
    values = eigh_tridiagonal(diagonal / spacing**2,
                              -np.ones(points - 1) / spacing**2,
                              eigvals_only=True, select='i',
                              select_range=(0, 1))
    return values[1]


ratio_coarse = diffusion_rate(asymmetry, 401) / diffusion_rate(0.0, 401)
ratio_fine = diffusion_rate(asymmetry, 801) / diffusion_rate(0.0, 801)
# Finite well and saddle widths leave corrections below the two percent level.
assert abs(ratio_fine / speedup - 1) < 0.02
assert abs(ratio_fine / ratio_coarse - 1) < 0.005


# Apparent activation energy from a finite difference in inverse temperature.
def log_rate(beta):
    return np.log(np.exp(-beta * (barrier - asymmetry / 2))
                  + np.exp(-beta * (barrier + asymmetry / 2)))


beta = 1 / kT
step = 1e-3
activation_fd = -(log_rate(beta + step) - log_rate(beta - step)) / (2 * step)
activation = barrier - asymmetry / 2 * np.tanh(x)
assert abs(activation_fd - activation) < 1e-7


def driven_response(omega_tau):
    """Fourier response of the full nonlinear master equation to a weak field."""
    amplitude = 0.01
    omega = omega_tau * 2 * np.cosh(x)
    period = 2 * np.pi / omega

    def slope(t, upper):
        field = amplitude * np.cos(omega * t)
        saddle_factor = np.exp(0.3 * field)
        leave_upper = saddle_factor * np.exp(x + field)
        leave_lower = saddle_factor * np.exp(-x - field)
        return -leave_upper * upper + leave_lower * (1 - upper)

    times = 6 * period + np.arange(400) * period / 400
    start = [1 / (1 + np.exp(2 * x))]
    solution = solve_ivp(slope, (0, 7 * period), start, t_eval=times,
                         method='DOP853', rtol=1e-10, atol=1e-12,
                         max_step=period / 50)
    assert solution.success
    moment = 1 - 2 * solution.y[0]
    in_phase = 2 * np.mean(moment * np.cos(omega * times)) / amplitude
    loss = 2 * np.mean(moment * np.sin(omega * times)) / amplitude
    return in_phase, loss


simulated_losses = []
response_error = 0.0
for omega_tau in (0.5, 1.0, 2.0):
    simulated = driven_response(omega_tau)
    simulated_losses.append(simulated[1])
    debye = 1 / np.cosh(x)**2 / (1 + omega_tau**2)
    expected = (debye, debye * omega_tau)
    for found, wanted in zip(simulated, expected):
        response_error = max(response_error, abs(found / wanted - 1))
assert response_error < 1e-3
assert simulated_losses[1] > max(simulated_losses[0], simulated_losses[2])

# Static strength: isotropic average of Boltzmann moments in a weak field.
weak = 1e-3
static_average = quad(lambda u: u * np.tanh(x + weak * u) / 2, -1, 1,
                      epsabs=1e-13)[0] / weak
assert abs(static_average * 3 * np.cosh(x)**2 - 1) < 1e-4

# Worked film example.
dipole_si = dipole_enm * const.e * 1e-9
strength_sym = (density_cm3 * 1e6 * dipole_si**2
                / (3 * const.epsilon_0 * const.k * temperature))
strength_asym = strength_sym / speedup**2
leave_upper = attempt * np.exp(-(barrier - asymmetry / 2) / kT)
leave_lower = attempt * np.exp(-(barrier + asymmetry / 2) / kT)
gamma_sym = 2 * attempt * np.exp(-barrier / kT)
gamma_asym = leave_upper + leave_lower


def dielectric_loss(strength, gamma, frequency):
    ratio = 2 * np.pi * frequency / gamma
    return strength * ratio / (1 + ratio**2)


loss_sym = dielectric_loss(strength_sym, gamma_sym, 1e6)
loss_asym = dielectric_loss(strength_asym, gamma_asym, 1e6)
low_drop = (dielectric_loss(strength_sym, gamma_sym, 1.0)
            / dielectric_loss(strength_asym, gamma_asym, 1.0))
high_drop = (dielectric_loss(strength_sym, gamma_sym, 1e12)
             / dielectric_loss(strength_asym, gamma_asym, 1e12))
assert abs(low_drop / speedup**3 - 1) < 1e-6
assert abs(high_drop / speedup - 1) < 1e-6

# Sizes of effects outside the ideal model.
ratio_hot = np.cosh(asymmetry / (2 * k_ev * 373.0))
ratio_prefactor = (1.2 * np.exp(x) + np.exp(-x)) / 2
spread = 0.02
ratio_spread = quad(lambda z: np.cosh((asymmetry + spread * z) / (2 * kT))
                    * np.exp(-z**2 / 2) / np.sqrt(2 * np.pi), -10, 10)[0]
local_factor = (eps_inf + 2) / 3
field_energy = dipole_enm * 0.1 * local_factor
field_plus = np.cosh(x + field_energy / kT)
field_minus = np.cosh(x - field_energy / kT)
mean_spacing = (density_cm3 * 1e-21)**(-1 / 3)
pair_energy = (dipole_si**2 / (4 * np.pi * const.epsilon_0 * eps_inf
                               * (mean_spacing * 1e-9)**3) / const.e)
quantum = const.h * attempt / (const.k * temperature)
tunnel_factor = (quantum / 2) / np.sin(quantum / 2)
well_factor = np.sinh(quantum / 2) / (quantum / 2)
tunnel_integral = quad(lambda y: np.exp(-y)
                       / (1 + np.exp(-2 * np.pi * y / quantum)),
                       -15, 40, points=[0], limit=200)[0]
well_sum = np.sum(np.exp(-quantum * (np.arange(200) + 0.5)))
assert abs(tunnel_integral / tunnel_factor - 1) < 1e-6
assert abs(1 / (quantum * well_sum) / well_factor - 1) < 1e-10
crossover = const.h * attempt / (2 * np.pi * const.k)

print(f"temperature: {temperature:.0f} K; kT: {kT:.6f} eV")
print(f"well asymmetry D: {asymmetry:.2f} eV")
print(f"barrier above mean well energy V: {barrier:.2f} eV")
print(f"attempt frequency nu: {attempt:.1e} 1/s")
print(f"half difference dipole p: {dipole_enm:.3f} e nm")
print(f"dipole density N: {density_cm3:.1e} 1/cm3")
print(f"background permittivity: {eps_inf:.2f}")
print(f"D/(2kT): {x:.5f}")
print(f"exp(+D/2kT), exp(-D/2kT): {np.exp(x):.5f}, {np.exp(-x):.5f}")
print(f"rate ratio, mean-referenced barrier: {ratio_mean:.5f}")
print(f"rate ratio, lower-well barrier fixed: {ratio_lower:.4f}")
print(f"rate ratio, upper-well barrier fixed: {ratio_upper:.4f}")
print(f"rate ratio, continuous double well: {ratio_fine:.5f}")
print(f"its shift from 401 to 801 points: {ratio_fine-ratio_coarse:.2e}")
print(f"barriers from upper, lower well: {barrier-asymmetry/2:.2f}, "
      f"{barrier+asymmetry/2:.2f} eV")
print(f"escape from upper well: {leave_upper:.4e} 1/s")
print(f"escape from lower well: {leave_lower:.4e} 1/s")
print(f"relaxation rate, D=0: {gamma_sym:.4e} 1/s")
print(f"relaxation rate, D=0.10 eV: {gamma_asym:.4e} 1/s")
print(f"relaxation time, D=0: {1e9/gamma_sym:.2f} ns")
print(f"relaxation time, D=0.10 eV: {1e9/gamma_asym:.2f} ns")
print(f"apparent activation energy, D=0.10 eV: {activation_fd:.5f} eV")
print(f"loss-peak frequency, D=0: {gamma_sym/(2e6*np.pi):.4f} MHz")
print(f"loss-peak frequency, D=0.10 eV: {gamma_asym/(2e6*np.pi):.4f} MHz")
print(f"Debye strength, D=0: {strength_sym:.5f}")
print(f"Debye strength, D=0.10 eV: {strength_asym:.6f}")
print(f"strength and peak-loss reduction: {strength_sym/strength_asym:.4f}")
print(f"peak loss, D=0: {strength_sym/2:.5f}")
print(f"peak loss, D=0.10 eV: {strength_asym/2:.6f}")
print(f"loss at 1 MHz, D=0: {loss_sym:.5f}")
print(f"loss at 1 MHz, D=0.10 eV: {loss_asym:.6f}")
print(f"loss reduction at 1 MHz: {loss_sym/loss_asym:.3f}")
print(f"loss reduction far below peaks: {low_drop:.3f}")
print(f"loss reduction far above peaks: {high_drop:.4f}")
print(f"largest driven-response relative error: {response_error:.2e}")
print(f"rate ratio at 373 K: {ratio_hot:.4f}")
print(f"rate ratio, upper-well nu 20% higher: {ratio_prefactor:.4f}")
print(f"mean rate ratio, 0.02 eV Gaussian spread: {ratio_spread:.4f}")
print(f"Lorentz local-field factor: {local_factor:.4f}")
print(f"strength factor from local field: {local_factor**2:.4f}")
print(f"p times local field at 1 MV/cm: {1e3*field_energy:.3f} meV")
print(f"rate ratio, field raises asymmetry: {field_plus:.4f}")
print(f"rate ratio, field lowers asymmetry: {field_minus:.4f}")
print(f"mean dipole spacing: {mean_spacing:.3f} nm")
print(f"dipole-dipole energy scale: {1e3*pair_energy:.4f} meV")
print(f"h nu/kT: {quantum:.4f}")
print(f"barrier tunnelling factor: {tunnel_factor:.4f}")
print(f"well quantization factor: {well_factor:.4f}")
print(f"combined quantum rate factor: {tunnel_factor*well_factor:.4f}")
print(f"tunnelling crossover temperature: {crossover:.1f} K")
print("all good")
```

Output:

```
temperature: 300 K; kT: 0.025852 eV
well asymmetry D: 0.10 eV
barrier above mean well energy V: 0.40 eV
attempt frequency nu: 1.0e+13 1/s
half difference dipole p: 0.020 e nm
dipole density N: 3.0e+20 1/cm3
background permittivity: 2.70
D/(2kT): 1.93409
exp(+D/2kT), exp(-D/2kT): 6.91772, 0.14456
rate ratio, mean-referenced barrier: 3.53114
rate ratio, lower-well barrier fixed: 24.4274
rate ratio, upper-well barrier fixed: 0.5104
rate ratio, continuous double well: 3.52755
its shift from 401 to 801 points: -5.45e-06
barriers from upper, lower well: 0.35, 0.45 eV
escape from upper well: 1.3190e+07 1/s
escape from lower well: 2.7563e+05 1/s
relaxation rate, D=0: 3.8135e+06 1/s
relaxation rate, D=0.10 eV: 1.3466e+07 1/s
relaxation time, D=0: 262.23 ns
relaxation time, D=0.10 eV: 74.26 ns
apparent activation energy, D=0.10 eV: 0.35205 eV
loss-peak frequency, D=0: 0.6069 MHz
loss-peak frequency, D=0.10 eV: 2.1432 MHz
Debye strength, D=0: 0.02800
Debye strength, D=0.10 eV: 0.002245
strength and peak-loss reduction: 12.4689
peak loss, D=0: 0.01400
peak loss, D=0.10 eV: 0.001123
loss at 1 MHz, D=0: 0.01242
loss at 1 MHz, D=0.10 eV: 0.000860
loss reduction at 1 MHz: 14.434
loss reduction far below peaks: 44.030
loss reduction far above peaks: 3.5311
largest driven-response relative error: 3.51e-05
rate ratio at 373 K: 2.4744
rate ratio, upper-well nu 20% higher: 4.2229
mean rate ratio, 0.02 eV Gaussian spread: 3.8054
Lorentz local-field factor: 1.5667
strength factor from local field: 2.4544
p times local field at 1 MV/cm: 3.133 meV
rate ratio, field raises asymmetry: 3.9686
rate ratio, field lowers asymmetry: 3.1456
mean dipole spacing: 1.494 nm
dipole-dipole energy scale: 0.0640 meV
h nu/kT: 1.5997
barrier tunnelling factor: 1.1152
well quantization factor: 1.1101
combined quantum rate factor: 1.2379
tunnelling crossover temperature: 76.4 K
all good
```
